# Klemens' Arctangent Formula for the Thermal Conductivity of a Debye Alloy

Take first an ordered crystal whose lattice waves all travel at one speed $v$ and are damped at a rate $B\omega^2$. The number of modes in a small frequency interval grows as $\omega^2$, while the lifetime of each mode falls as $1/(B\omega^2)$. If the temperature is high enough for every mode to have the same heat capacity, the two powers cancel, and each equal interval of frequency between zero and the cutoff $\omega_D$ conducts the same amount of heat. The spectrum of the conductivity is a rectangle, of area proportional to $\omega_D/B$.

Now let the atoms have different masses, placed at random, and let this add a damping rate $A\omega^4$. The height of the spectrum at frequency $\omega$ is multiplied by

$$
\frac{B\omega^2}{B\omega^2+A\omega^4}=\frac{1}{1+(\omega/\omega_\times)^2},
\qquad \omega_\times=\sqrt{B/A}.
$$

The rectangle becomes half of a Lorentzian, cut off at $\omega_D$, and the area under a Lorentzian is an arctangent. It remains to find the constants, the origin of the fourth power, and the conditions under which the picture holds.

In the algebra $\hbar=1$ and temperature is an energy, so that $k_B=1$. The crystal has $N$ atoms in a volume $V=N\Omega$, and three acoustic branches with the same dispersion $\omega=vq$. The wavevectors fill a sphere of radius $q_D$ holding $N$ states per branch:

$$
\frac{V}{(2\pi)^3}\,\frac{4\pi q_D^3}{3}=N
\quad\Rightarrow\quad
q_D=\left(\frac{6\pi^2}{\Omega}\right)^{1/3},\qquad \omega_D=vq_D .
$$

For one branch, the number of modes per unit volume and frequency is $4\pi q^2/(2\pi)^3$ times $dq/d\omega=1/v$, which is $\omega^2/(2\pi^2v^3)$. For three branches it is

$$
g(\omega)=\frac{3\omega^2}{2\pi^2v^3}.
$$

Let a temperature gradient $dT/dx$ be applied. In the relaxation-time approximation the occupation $n$ of a mode departs from its equilibrium value $n_0=1/(e^{\omega/T}-1)$ by $\delta n$, and in the steady state drift balances relaxation:

$$
v_x\frac{\partial n_0}{\partial T}\frac{dT}{dx}=-\frac{\delta n}{\tau}.
$$

The heat current density is $J=V^{-1}\sum\omega v_x\,\delta n$. Inserting $\delta n$ and comparing with $J=-\kappa\,dT/dx$ gives

$$
\kappa=\frac1V\sum_{\text{modes}}C\,v_x^2\,\tau,\qquad
C=\omega\frac{\partial n_0}{\partial T}
=\left[\frac{\omega/2T}{\sinh(\omega/2T)}\right]^2 .
$$

The directional average of $v_x^2$ is $v^2/3$, so with the density of modes above

$$
\kappa=\int_0^{\omega_D}g(\omega)\,C\,\frac{v^2}{3}\,\tau\,d\omega
=\frac{1}{2\pi^2v}\int_0^{\omega_D}C\,\omega^2\tau(\omega)\,d\omega .
\tag{1}
$$

For small $x=\omega/T$ the heat capacity is $C=1-x^2/12+\dots$. It may be set to 1 when $\omega_D^2\ll12T^2$; the error this makes is worked out below.

Two processes limit $\tau$. The first is Umklapp scattering, in which three phonons interact and the total wavevector changes by a reciprocal lattice vector. Its rate is taken as

$$
\frac{1}{\tau_U}=B\omega^2,\qquad B=\beta T .
$$

The factor $T$ arises because three-phonon rates contain sums or differences of two occupation numbers, each proportional to $T$ when $T$ is large compared with the phonon energies. The square of the frequency is an assumption of the model. Its one constant can be fixed by the conductivity of the ordered crystal. Normal processes, which conserve the total wavevector, get no separate treatment.

The rate of the second process, scattering by mass disorder, can be derived. Let site $i$ carry the mass $m_i=\bar m(1+\varepsilon_i)$, where $\bar m$ is the mean mass, so that $\varepsilon_i$ has zero mean. The force constants are taken to be the same everywhere. The disorder then enters through the kinetic energy alone, and to first order in $\varepsilon_i$

$$
\sum_i\frac{p_i^2}{2m_i}\simeq\sum_i\frac{p_i^2}{2\bar m}+H',\qquad
H'=-\sum_i\varepsilon_i\frac{p_i^2}{2\bar m}.
$$

In terms of the phonon operators of the mean crystal, with $e$ the polarization vectors and the branch label understood, the momentum of atom $i$ is

$$
\mathbf p_i=-i\sum_{\mathbf q}\sqrt{\frac{\bar m\omega_q}{2N}}
\left(\mathbf e_q a_q e^{i\mathbf q\cdot\mathbf R_i}
-\mathbf e_q^* a_q^\dagger e^{-i\mathbf q\cdot\mathbf R_i}\right).
$$

Scattering from $q$ to $q'$ needs the terms of $p_i^2$ with $a_{q'}^\dagger a_q$. Either factor of $\mathbf p_i$ can supply the annihilation operator, which gives a factor 2. The sign is $(-i)^2(-1)=+1$. The coefficient of $a_{q'}^\dagger a_q$ in $H'$ is therefore

$$
M_{q'q}=-\frac{\sqrt{\omega\omega'}}{2N}\,(\mathbf e_q\cdot\mathbf e_{q'}^*)
\sum_i\varepsilon_i e^{i(\mathbf q-\mathbf q')\cdot\mathbf R_i}.
$$

If the sites are occupied independently, $\langle\varepsilon_i\varepsilon_j\rangle$ vanishes for $i\neq j$. In the average of the squared sum the $N$ diagonal terms remain:

$$
\Big\langle\Big|\sum_i\varepsilon_ie^{i(\mathbf q-\mathbf q')\cdot\mathbf R_i}\Big|^2\Big\rangle
=N\Gamma,\qquad
\Gamma=\langle\varepsilon^2\rangle=\sum_s c_s\left(1-\frac{m_s}{\bar m}\right)^2,
$$

where $c_s$ is the fraction of atoms of species $s$.

By the golden rule, phonons leave $q$ for $q'$ in proportion to $n_q(n_{q'}+1)$ and return in proportion to $n_{q'}(n_q+1)$. The difference is $n_q-n_{q'}$, because the products cancel. Hence

$$
\frac{dn_q}{dt}=-\sum_{q'}W_{q'q}\,(n_q-n_{q'}),\qquad
W_{q'q}=2\pi\langle|M_{q'q}|^2\rangle\,\delta(\omega-\omega').
$$

Equilibrium occupations cancel here, since $\omega'=\omega$. The departure $\delta n_{q'}$ driven by the gradient is odd in $\mathbf q'$, whereas the averaged $W_{q'q}$ is even, so the return term sums to zero. The heat current thus relaxes at the plain out-scattering rate $1/\tau_D=\sum_{q'}W_{q'q}$.

At each $\mathbf q'$ the three final branches have the same frequency, and their polarization vectors form a complete orthonormal set, so $\sum|\mathbf e_q\cdot\mathbf e_{q'}^*|^2=1$. What remains is the number of wavevectors per unit frequency, $N\Omega\,\omega^2/(2\pi^2v^3)$:

$$
\frac1{\tau_D}=2\pi\cdot\frac{\omega^2}{4N^2}\cdot N\Gamma\cdot
\frac{N\Omega\,\omega^2}{2\pi^2v^3}=A\omega^4,\qquad
A=\frac{\Omega\Gamma}{4\pi v^3}.
\tag{2}
$$

Two of the four powers of frequency come from the perturbation, which acts on the kinetic energy, and two from the density of final states. The result is of lowest order in $\Gamma$ and relies on the Debye dispersion.

The two processes are now taken to be independent, so that their rates add for each mode: $1/\tau=B\omega^2+A\omega^4$. With $C=1$, equation (1) becomes

$$
\kappa=\frac1{2\pi^2v}\int_0^{\omega_D}\frac{\omega^2\,d\omega}{B\omega^2+A\omega^4}
=\frac1{2\pi^2v}\int_0^{\omega_D}\frac{d\omega}{B+A\omega^2}.
$$

Substitute $\omega=s\sqrt{B/A}$. The denominator becomes $B(1+s^2)$, the differential gives $\sqrt{B/A}\,ds$, and the upper limit is $u=\omega_D\sqrt{A/B}$. Therefore

$$
\kappa=\frac{1}{2\pi^2v\sqrt{AB}}\int_0^u\frac{ds}{1+s^2}
=\frac{\arctan u}{2\pi^2v\sqrt{AB}} .
$$

Without disorder the integral is $\omega_D/B$, and the ordered crystal has

$$
\kappa_0=\frac{\omega_D}{2\pi^2vB}.
$$

Since $\kappa_0/u=1/(2\pi^2v\sqrt{AB})$, the alloy has

$$
\boxed{\;\kappa=\kappa_0\,\frac{\arctan u}{u},\qquad u^2=\frac{A\omega_D^2}{B}\;}
\tag{3}
$$

Here $u^2$ is the ratio of the disorder rate to the Umklapp rate at the cutoff. The constant $B$ can be eliminated with $1/B=2\pi^2v\kappa_0/\omega_D$:

$$
u^2=\frac{\Omega\Gamma}{4\pi v^3}\,\omega_D^2\,\frac{2\pi^2v\kappa_0}{\omega_D}
=\frac{\pi\,\Omega\,\Gamma\,\omega_D\,\kappa_0}{2v^2}.
$$

In ordinary units the right-hand side is divided by $k_B$. In this form the conductivity of the alloy follows, within the model, from that of an ordered crystal with the same mean properties, together with $\Omega$, $v$ and the masses. The value of $\kappa_0$ fixes only the constant $B$. The result still rests on the assumed $\omega^2$ law and on the neglect of normal processes, and a different frequency law with the same $\kappa_0$ gives a different $\kappa$.

When $u$ is small, $\arctan u/u=1-u^2/3+\dots$, and the thermal resistivity is

$$
\frac1\kappa=\frac1{\kappa_0}\left(1+\frac{u^2}{3}+\dots\right)
=\frac1{\kappa_0}+\frac{2\pi^2vA\omega_D}{3}+\dots
$$

The added term does not contain $B$. Weak disorder thus adds a resistivity that is independent of temperature and proportional to $\Gamma$.

This addition of resistivities fails at larger $u$. Write $y=\omega/\omega_D$, and let angle brackets denote the average over $0<y<1$. Because $1/z$ is a convex function of positive $z$, the average of the reciprocal is at least the reciprocal of the average:

$$
\frac{\kappa}{\kappa_0}=\left\langle\frac1{1+u^2y^2}\right\rangle
\ \ge\ \frac1{1+u^2\langle y^2\rangle}=\frac1{1+u^2/3}.
$$

The frequencies conduct in parallel. Those that disorder hardly touches go on carrying heat, so adding the two resistivities overestimates the total.

When $u$ is large, $\arctan u$ approaches $\pi/2$ and

$$
\kappa\to\frac1{4\pi v\sqrt{AB}}\propto\frac1{\sqrt{\Gamma T}} .
$$

The cutoff has dropped out, because the Lorentzian has fallen off before reaching it. Umklapp scattering still matters in this limit. With $B=0$, the integral from a lowest frequency $\omega_{\min}$ is $(1/\omega_{\min}-1/\omega_D)/A$, which diverges as $\omega_{\min}\to0$. Disorder of this kind cannot by itself give an infinite crystal a finite conductivity, since long waves barely notice it. In a finite sample the boundaries also limit the longest waves, and they are left out here.

Between the limits the temperature dependence changes gradually. Let $v$ and $\omega_D$ be independent of temperature. Then $\kappa\propto B^{-1/2}\arctan u$, with $u\propto B^{-1/2}$ and $B\propto T$. The derivative of $\ln\arctan u$ with respect to $\ln u$ is $u/[(1+u^2)\arctan u]$, so

$$
-\frac{d\ln\kappa}{d\ln T}=\frac12+\frac{u}{2(1+u^2)\arctan u}.
$$

This exponent is 1 for $u\to0$ and $\tfrac12$ for $u\to\infty$.

A numerical example with round model parameters shows the sizes involved. Energies are in eV and lengths in Å, so the speed is given as $\hbar v=0.03$ eV Å and the conductivity as $\hbar\kappa/k_B$ in eV/Å. Let $\Omega=20$ Å$^3$, $k_BT=0.05$ eV and $\beta=8$ eV$^{-2}$, hence $B=0.4$ eV$^{-1}$. Two species with mass ratio 1.5 are mixed in equal parts. Their mean mass is 1.25 times the lighter one, so $\varepsilon=\pm0.2$ and $\Gamma=0.04$. The cutoff is $q_D=(6\pi^2/20)^{1/3}=1.436$ Å$^{-1}$, or $\omega_D=0.03\times1.436=0.0431$ eV. Then

$$
A=\frac{20\times0.04}{4\pi(0.03)^3}=2358\ \text{eV}^{-3},\qquad
u^2=\frac{2358\times(0.04308)^2}{0.4}=10.94,
$$

and $u=3.307$. The ordered crystal has

$$
\kappa_0=\frac{0.04308}{2\pi^2\times0.03\times0.4}=0.182\ \text{eV/Å},
$$

and the alloy has

$$
\kappa=0.182\times\frac{1.277}{3.307}=0.182\times0.386=0.0702\ \text{eV/Å}.
$$

Multiplied by $k_B/\hbar$, these are about 38 and 15 W/(m K). Disorder removes about 61 % of the conductivity. Adding resistivities would give 0.039 eV/Å, which is a lower bound within this model and lies far below the result. The strong-disorder expression gives 0.086 eV/Å, about 23 % above the result, so this alloy has not reached that limit.

The spectrum shows which waves carry the heat. The two rates are equal at $\omega_\times=0.0130$ eV. The share of the heat carried below $\omega$ is $\arctan(\omega/\omega_\times)/\arctan u$, and it equals one half at

$$
\omega_{1/2}=\omega_\times\tan\left(\tfrac12\arctan u\right)=0.0097\ \text{eV},
$$

which is 22 % of the cutoff. The number of modes below a frequency grows as its cube, so about 1.1 % of the modes carry half of the heat. In the ordered crystal half of the heat is carried below $\omega_D/2$, by one eighth of the modes.

The composition dependence follows from $\Gamma$. For a fraction $x$ of heavy atoms and a mass difference $\Delta m$, the deviations $1-m_s/\bar m$ are $x\Delta m/\bar m$ for the light atoms and $-(1-x)\Delta m/\bar m$ for the heavy ones, so

$$
\Gamma=\left[(1-x)x^2+x(1-x)^2\right]\left(\frac{\Delta m}{\bar m}\right)^2
=x(1-x)\left(\frac{\Delta m}{\bar m}\right)^2 .
$$

With $v$ and $B$ held fixed, to isolate the effect of disorder, equation (3) gives:

| $x$ | $\Gamma$ | $u$ | $\kappa$ (eV/Å) |
|---|---|---|---|
| 0 | 0 | 0 | 0.182 |
| 0.01 | 0.0025 | 0.82 | 0.152 |
| 0.10 | 0.0204 | 2.36 | 0.090 |
| 0.50 | 0.0400 | 3.31 | 0.070 |
| 0.90 | 0.0107 | 1.71 | 0.111 |

In this lowest-order treatment, one per cent of heavy atoms lowers the conductivity by 16 %. Between $x=0.1$ and $x=0.5$ the disorder nearly doubles, yet the conductivity falls by only 22 %. Since $u\propto\Gamma^{1/2}$, equation (3) gives $-d\ln\kappa/d\ln\Gamma=\tfrac12-u/[2(1+u^2)\arctan u]$, which never reaches $\tfrac12$ and here runs from 0.35 to 0.39. More than half of the heat flows at frequencies below $\omega_\times$, where Umklapp scattering is the stronger process. By the formula above, the share carried below $\omega_\times$ is $(\pi/4)/\arctan u$, which is 67 % at $x=0.1$ and 61 % at $x=0.5$. The curve is not symmetric: a few heavy atoms among light ones scatter more than a few light atoms among heavy ones, since the same $\Delta m$ is divided by a smaller mean mass. In a real alloy $v$ and $B$ also vary with composition.

For the equal mixture, raising $k_BT$ from 0.05 to 0.20 eV divides $\kappa_0$ by 4 but lowers $\kappa$ from 0.070 to 0.028 eV/Å, a factor of about 2.5. The local exponent rises from 0.61 to 0.72: as Umklapp scattering grows, $u$ shrinks and the alloy behaves more like the ordered crystal. The upper temperature is about 2300 K, where most crystals have melted, so it serves only to show the trend of the model.

The error of setting $C=1$ can now be estimated. The term $-\omega^2/(12T^2)$ lowers $\kappa$ by the fraction $\langle\omega^2\rangle_\kappa/(12T^2)$, where the average is weighted with $1/(B+A\omega^2)$. Write $\varphi=\arctan u/u$. The integral of the weight is $\omega_D\varphi/B$. From $\omega^2/(B+A\omega^2)=[1-B/(B+A\omega^2)]/A$, the integral of $\omega^2$ times the weight is $\omega_D(1-\varphi)/A$. The fraction is their ratio divided by $12T^2$:

$$
\frac{B}{A}\,\frac{1-\varphi}{\varphi}\,\frac1{12T^2}
=\frac{\omega_D^2}{12T^2}\,\frac{1-\varphi}{u^2\varphi}.
$$

In the example this is 0.90 % of the classical $\kappa$; numerical quadrature of equation (1) with the full $C$ gives 0.88 %. The correction is small although $T$ is barely above $\omega_D$: even at the cutoff $C$ is only about 6 % below 1, and most of the heat is carried at lower frequencies, where $C$ is closer to 1. It covers the heat capacity alone, since the Umklapp rate keeps its high-temperature form.

The disorder rate has its own limit of validity. At the cutoff the Umklapp rate is 0.0007 eV and the disorder rate 0.0081 eV, so $\omega_D\tau=4.9$. The mean free path $v\tau=\omega_D\tau/q_D$ is then about 3.4 Å, shorter than the wavelength $2\pi/q_D$ of about 4.4 Å, and the picture of a wave packet travelling between collisions is strained there. These modes matter little, since the spectrum at the cutoff has fallen to $1/(1+u^2)$, about 8 % of its low-frequency height. Except for long waves, the lowest-order rate also requires each $|\varepsilon_i|$ to be small. It is less accurate in the dilute rows of the table: at $x=0.01$ a heavy atom has $\varepsilon\approx0.49$, and terms of higher order in $\varepsilon$ change the rate appreciably even at half the cutoff. For much larger mass differences the lowest-order rate would fail over a wider range. A large $u$ is therefore reached consistently through a small $B$, that is, weak anharmonicity, and not through unlimited disorder. Differences in force constants, local strain, correlated site occupation and optical branches are outside the model. So are normal processes, which pass momentum from long waves to short ones that disorder scatters strongly. At a given $\kappa_0$ they lower the conductivity of the alloy and raise the weak-disorder resistivity, and when they are much faster than Umklapp scattering the added-resistivity value is no longer a lower bound.

Numerical values quoted here were computed with a short program.
